# Landau levels of multiband k.p models without spurious gap states

A two-dimensional semiconductor layer with inverted bands is placed in a perpendicular magnetic field. Its levels are plotted against the field to find which of them cross the gap, because a level inside the gap changes the smallest excitation energy. In one such calculation, at 1 T, a level appears at $-2.0$ meV, well inside a gap that runs from $-8.2$ to $9.8$ meV. It shifts by $-12$ meV per tesla. Nothing in its energy alone says whether it is a property of the layer or of the finite matrix that was diagonalized.

It belongs to the matrix. The cause is a choice that looks neutral: keeping the same number of oscillator states in every band. Finding what this choice breaks also gives the scheme that avoids it.

## The model and the naive scheme

Take four bands in the order H+, E+, E−, H−, with angular momenta $j=\tfrac32,\tfrac12,-\tfrac12,-\tfrac32$ about the field axis. With $k_\pm=k_x\pm ik_y$, let

$$
H=\begin{pmatrix}
h & Ak_- & 0 & 0\\
Ak_+ & \epsilon & iRk_- & 0\\
0 & -iRk_+ & \epsilon & -Ak_-\\
0&0&-Ak_+&h
\end{pmatrix},
$$

$$
\epsilon=E_e+a_ek^2,\qquad h=E_h-a_hk^2,\qquad a_e,a_h>0 .
$$

Here $A$ couples electron-like and hole-like bands, and $R$ is a Rashba coupling. The order is inverted when $E_e<E_h$. Zeeman terms are omitted; they would add constants to the diagonal and leave the argument about indices unchanged.

For charge $-e$ and a field $B$ along $+z$, the wave vector becomes $\mathbf k=(\mathbf p+e\mathbf A)/\hbar$, where $\mathbf A$ is the vector potential. Its components no longer commute:

$$
[k_x,k_y]=\frac{e}{\hbar^2}\big([p_x,A_y]+[A_x,p_y]\big)
=-\frac{ie}{\hbar}(\partial_xA_y-\partial_yA_x)=-\frac{i}{l^2},
$$

with $l^2=\hbar/(eB)$. Therefore

$$
[k_-,k_+]=i[k_x,k_y]-i[k_y,k_x]=2i[k_x,k_y]=\frac{2}{l^2}.
$$

This is the oscillator algebra $[a,a^\dagger]=1$ if

$$
k_-=\frac{\sqrt2}{l}\,a,\qquad k_+=\frac{\sqrt2}{l}\,a^\dagger .
$$

Since $k_+k_-$ and $k_-k_+$ contain the commutator with opposite signs, their average is $k_x^2+k_y^2$:

$$
k^2=\tfrac12(k_+k_-+k_-k_+)=\frac{a^\dagger a+aa^\dagger}{l^2}=\frac{2a^\dagger a+1}{l^2}.
$$

The naive scheme expands every band in $|0\rangle,\dots,|N-1\rangle$ and diagonalizes the resulting $4N\times4N$ matrix. To see what it does to the top of the basis, we need to know which states the Hamiltonian connects.

## What the Hamiltonian connects

Rotating $\mathbf k$ by $\theta$ multiplies $k_\pm$ by $e^{\pm i\theta}$. Axial symmetry means

$$
H(\mathbf k_\theta)=e^{-i\theta J}H(\mathbf k)e^{i\theta J},
$$

with $J$ the diagonal matrix of the $j$ values. The element $H_{ij}$ thus acquires the phase $e^{i\theta(j_j-j_i)}$, so it must contain $j_j-j_i$ more factors of $k_+$ than of $k_-$. Each $k_+$ raises the oscillator index by one, and each $k_-$ lowers it by one. Acting on index $n_j$ in band $j$, the element therefore produces in band $i$ the index

$$
n_i=n_j+j_j-j_i\quad\Longrightarrow\quad n_i+j_i=n_j+j_j\equiv F .
$$

The quantity $F$ is conserved. Writing $F=p-\tfrac32$ gives the band-dependent offsets

$$
(n_{H+},n_{E+},n_{E-},n_{H-})=(p-3,\;p-2,\;p-1,\;p).
$$

States with different $p$ do not mix. From $a^\dagger|n\rangle=\sqrt{n+1}\,|n+1\rangle$ and $a|n\rangle=\sqrt n\,|n-1\rangle$, the couplings in block $p$ are

$$
\begin{aligned}
\langle E+|H|H+\rangle&=A\sqrt{2(p-2)}/l,\\
\langle E+|H|E-\rangle&=iR\sqrt{2(p-1)}/l,\\
\langle E-|H|H-\rangle&=-A\sqrt{2p}/l .
\end{aligned}
$$

The diagonal elements follow from $k^2=(2n+1)/l^2$ with each band's own $n$. For $p\ge3$ this is a $4\times4$ matrix, and no approximation has been made.

For $p=0,1,2$ some indices would be negative, and the blocks have only one, two or three states. These small blocks are physical. Their highest-$j$ member has index zero, and its link to the absent state is $k_-|0\rangle=0$. Nothing has been cut. The simplest is $p=0$, a single H− state with energy

$$
E_{p=0}=E_h-\frac{a_h}{l^2}.
$$

## What the uniform cutoff breaks

With $n<N$ in every band, a block is complete when its largest index, $p$, is at most $N-1$. Three incomplete blocks remain above these:

- $p=N$: H+ with $n=N-3$, E+ with $N-2$, E− with $N-1$.
- $p=N+1$: H+ with $n=N-2$, E+ with $N-1$.
- $p=N+2$: H+ with $n=N-1$, alone.

They resemble the small blocks at the bottom, but the missing links are different. At the bottom the link vanishes. At the top it is proportional to

$$
k_+|N-1\rangle=\frac{\sqrt{2N}}{l}|N\rangle,
$$

which is large and has been discarded. For nonzero $A$ and $R$, the six eigenvalues of these incomplete blocks are therefore spurious. The complete blocks are untouched, so the naive spectrum is the correct one for $p<N$ plus six false levels.

The single H+ state shows the consequence most directly. Without its partner, its energy is just its diagonal element:

$$
E_{\rm orphan}=E_h-a_h\frac{2N-1}{l^2}. \tag{1}
$$

This is the uncoupled hole band evaluated at $k^2=(2N-1)/l^2$. In an inverted layer at low field, the true $p=0$ level lies at or above the upper gap edge. The uncoupled hole band starts higher still, at $E_h$, and descends through the gap. In the true spectrum at low field, its coupling to the electron band keeps the gap between Landau levels open. The orphan has lost that coupling, so it can sit where no true state can.

## Why a false level is allowed in the gap

One might hope that variational reasoning protects the gap. It does not. An incomplete block is a principal submatrix of a complete one: $r$ rows and the matching columns have been deleted. Let $E_i$ and $\mu_i$ be the ordered eigenvalues of the complete and incomplete blocks. By the minimax principle, $E_i$ is the minimum, over all $i$-dimensional subspaces, of the largest expectation value in the subspace. For $\mu_i$ fewer subspaces are available, so $\mu_i\ge E_i$. The same argument for $-H$ counts from the top and gives $\mu_i\le E_{i+r}$. Together,

$$
E_i\le\mu_i\le E_{i+r}.
$$

For the three-state block, $r=1$ and $E_2\le\mu_2\le E_3$. Each complete $4\times4$ block at large $p$ has two levels below the gap and two above, so $\mu_2$ may lie anywhere between them. For the orphan, $r=3$, and the only restriction is $E_1\le\mu\le E_4$. Interlacing permits a gap state; the parameters decide whether there is one.

A contrasting case shows this. Let $R=0$ and let the bands have normal order, with $E_h-a_h/l^2<E_e+a_e/l^2$. We need a property of any Hermitian matrix

$$
\begin{pmatrix}X&Y\\Y^\dagger&Z\end{pmatrix},\qquad X\ge c,\quad Z\le d<c .
$$

Suppose $(u,w)$ is an eigenvector with energy $E$ between $d$ and $c$. Projecting the two rows on $u$ and $w$ gives

$$
u^\dagger(X-E)u=-u^\dagger Yw,\qquad w^\dagger(Z-E)w=-w^\dagger Y^\dagger u .
$$

The left sides are real and the right sides are complex conjugates of each other, so all are equal. But the first left side is positive unless $u=0$, and the second is negative unless $w=0$. Hence $u=w=0$, and there is no level between $d$ and $c$.

Apply this with the electron states in $X$ and the hole states in $Z$. Every block, complete or not, has $X\ge E_e+a_e/l^2$ and $Z\le E_h-a_h/l^2$. Both bounds are themselves true levels, belonging to E+ with $n=0$ and H− with $n=0$. The gap lies between them, and the uniform cutoff puts nothing inside it. The same code can thus look sound for a normal layer and fail for an inverted one.

## The repaired scheme

The repair is to cut in $p$, not in $n$. Keeping all blocks $p<N$ means keeping

$$
(N_{H+},N_{E+},N_{E-},N_{H-})=(N-3,\,N-2,\,N-1,\,N)
$$

states in the four bands. For a general axial model the rule is $n_j\le F_{\max}-j_j$. The steps are:

1. Assign each band its $j$ and check that every matrix element has the required net power of $k_+$.
2. For each $F$, list the bands with $n_j=F-j_j\ge0$.
3. Evaluate products of ladder operators on the untruncated oscillator states, then fill and diagonalize the block.

Every level obtained is an exact level of the model. The cutoff only limits how many blocks are listed.

Step 3 matters if one large matrix is built instead. Multiplying matrices already cut to $N$ states loses the intermediate state $|N\rangle$. At $n=N-1$ the product $k_-k_+$ then gives zero instead of $2N/l^2$, while $k_+k_-$ still gives $2(N-1)/l^2$. Their average is $(N-1)/l^2$ instead of $(2N-1)/l^2$, and the orphan moves to

$$
E_h-a_h\frac{N-1}{l^2}.
$$

Its descent with $N$ is half as fast. The H− state with $n=N-1$ receives the same wrong diagonal element, so even the block $p=N-1$ is no longer exact.

One must still know that the true gap has no levels from blocks beyond the list. The matrix property above settles this. With $q=\sqrt{2(p-1)}/l$, the electron part of block $p$ has diagonal elements no smaller than $E_e+a_e(q^2-1/l^2)$ and an off-diagonal element of size $Rq$. Hence

$$
X\ge E_e+a_e\Big(q^2-\frac1{l^2}\Big)-Rq,\qquad
Z\le E_h-a_h\frac{2p-5}{l^2}.
$$

The first bound rises with $p$ once $q>R/(2a_e)$, and the second always falls. When they enclose the gap at one such $p$, they do so for all larger $p$. This uses $a_e,a_h>0$; with another sign the certificate fails.

## Numbers for an inverted layer

Choose $E_e=-10$ meV, $E_h=10$ meV, $a_e=1000$ and $a_h=100$ meV nm², $A=300$ and $R=50$ meV nm. At $B=1$ T, $l^2=658.2$ nm² and $l=25.66$ nm.

The $p=0$ level is $10-100/658.2=9.848$ meV. For $p=1$ the diagonal elements are

$$
-10+\frac{1000}{658.2}=-8.481,\qquad 10-\frac{300}{658.2}=9.544\ \text{meV},
$$

and the coupling has size $300\sqrt2/25.66=16.54$ meV. The levels are

$$
0.532\pm\sqrt{9.012^2+16.54^2}=-18.30,\ 19.37\ \text{meV}.
$$

Diagonalizing the blocks up to $p=299$ and using the bounds beyond gives true gap edges of $-8.215$ meV, from $p=2$, and $9.848$ meV, from $p=0$. This is the gap between Landau levels at 1 T. Both edges lie inside the zero-field gap, which runs from $-9.82$ to $10$ meV. They move toward each other as the field grows and, belonging to different blocks, cross near 12 T, where $E_h-a_h/l^2\approx E_e+a_e/l^2$ and $l^2\approx55$ nm². A line that crosses the zero-field gap of an inverted layer is therefore not false for that reason alone.

Now take $N=40$. The offset cutoff gives a matrix of size 154 with no level in the gap. The uniform cutoff gives size 160, and one of its six extra levels is in the gap. Equation (1) accounts for it:

$$
10-100\times\frac{79}{658.2}=-2.002\ \text{meV}.
$$

The other five lie outside the gap, among the true levels, where they are harder to notice. The middle level of the three-state block is at 106.9 meV, between the complete block's $-59.3$ and 157.8 meV, as interlacing allows.

Equation (1) lies above the lower gap edge as long as

$$
2N-1<\frac{(10+8.215)\times658.2}{100}=119.9,
$$

that is, up to $N=60$. A scan from $N=10$ to 80 confirms this: one gap state up to 60 and none afterwards. A very small basis is worse. At $N=5$ there are two, at 3.87 and 8.63 meV. The second is the H+ orphan. The first is close to the uncoupled energy of E− with $n=4$, $-10+1000\times9/658.2=3.67$ meV; this state has lost its H− partner.

With products of truncated matrices, the orphan at $N=40$ is at 4.07 meV. This equals the value of (1) at $N=20$, because $N-1=39=2\times20-1$.

At fixed $N$, equation (1) is linear in $B$. The orphan moves from 4.00 meV at 0.5 T to $-2.00$ meV at 1 T, a slope of $-12.0$ meV/T. The true $p=0$ level has a slope of $-0.15$ meV/T. The ratio is $2N-1=79$, so the slope of the orphan's line in the fan chart measures the size of the basis.

## Recognizing a false level

The untruncated Hamiltonian provides a direct check. Applied to the orphan, it returns $E_{\rm orphan}$ times the state plus the discarded part, whose norm is

$$
\|(H-E_{\rm orphan})\psi\|=\frac{A\sqrt{2N}}{l}
=\frac{300\sqrt{80}}{25.66}=104.6\ \text{meV}.
$$

A true eigenstate gives zero. This was tested in real space, in the gauge $\mathbf A=(0,Bx)$ with zero momentum along $y$, where $k_x=-i\,d/dx$ and $k_y=x/l^2$. All states with $p\le20$ gave residuals below $10^{-11}$ meV, while the orphan gave 104.6 meV. The test also checks the ladder replacement, since it uses differential operators instead of ladder matrices.

Watching whether a level moves with $N$ is a weaker check. Keep only E+ and H+ and set $a_e=a_h=0$. This is a massive Dirac model:

$$
H_D=\begin{pmatrix}E_e&Ak_+\\Ak_-&E_h\end{pmatrix}.
$$

E+ with $n=0$ is annihilated by $k_-$ and is a true level at $E_e$. The other true levels pair E+ at $n\ge1$ with H+ at $n-1$. For $E_e=-E_h$ they are

$$
E=\pm\sqrt{E_h^2+2A^2n/l^2}.
$$

The gap above $E_e$ thus extends from $-10$ to $\sqrt{100+2\times300^2/658.2}=19.3$ meV. By (1) with $a_h=0$, the orphan is at $E_h=10$ meV, inside this gap for every $N$. Its energy passes any convergence test in $N$; only the state itself, $|N-1\rangle$, moves with the cutoff.

Here the false level cannot be avoided with equal cutoffs. The operator $k_-$ has one zero state, $|0\rangle$, while its adjoint $k_+$ has none. For a square matrix, however, the matrix and its adjoint have equally many zero states, because they have equal rank. The truncated $k_+$ must therefore acquire one, and it is $|N-1\rangle$. Giving H+ one state fewer makes the matrix rectangular and restores the difference of one. If the bands E− and H− are added with $R=0$ and no quadratic terms, $E_h$ is also the true $p=0$ level, and the orphan appears as a false degeneracy.

## When axial symmetry is only approximate

A real crystal can contain terms that violate the selection rule. Add a constant $\Delta$ between E+ and H−, and $-\Delta$ between H+ and E−. The oscillator index is unchanged while $j$ changes by 2, so blocks $p$ and $p\pm2$ mix. No finite set of blocks is then closed, and the offset cutoff becomes an approximation.

It still protects most of the gap if $\Delta$ is small compared with the gap. The added matrix $V$ connects the bands in two separate pairs, so $V^2=\Delta^2$ before truncation, and truncation cannot increase its norm. By Weyl's inequality, each ordered eigenvalue moves by at most $\Delta$. A level can enter the old gap by no more than that distance from either edge.

For $\Delta=1.5$ meV the offset cutoff gives edges at $-8.33$ and 9.97 meV. Both have moved outward by about 0.12 meV, far less than the bound. The size is that of second-order repulsion between the two edge states, which $V$ couples: $\Delta^2/(9.85+8.21)=0.12$ meV. The uniform cutoff keeps its false level, now at $-2.02$ meV.

This protection relies on $V$ being bounded. Warping terms that grow with $k$ have matrix elements that grow with the cutoff, and the inequality then gives no useful limit. Offsets remain a natural starting point, but each gap state should be checked by its residual, computed with the oscillator states just above the cutoff included. The numerical output below lists the levels and edges used here.

## Calculated quantities

```
E_e, E_h = -10.0, 10.0 meV
a_e, a_h = 1000, 100 meV nm^2
A, R = 300, 50 meV nm
B = 1.0 T, uniform cutoff N = 40
l^2 = 658.212 nm^2, l = 25.6556 nm
zero-field band edges = -9.8235, 10.0000 meV
block p=0 levels (meV): 9.8481
block p=1 levels (meV): -18.3015 19.3650
block p=2 levels (meV): -22.9550 -8.2148 26.4872
block p=3 levels (meV): -26.6014 -15.4926 20.3325 32.7002
true Landau gap edges = -8.2148, 9.8481 meV
matrix sizes offset, uniform = 154, 160
incomplete block p=40 (meV): -63.1099 106.9353 171.7858
complete block p=40 (meV): -68.6912 -59.3109 157.8167 183.4906
incomplete block p=41 (meV): -63.2503 171.5741
complete block p=41 (meV): -69.2754 -59.8952 160.9245 187.0206
incomplete block p=42 (meV): -2.0022
complete block p=42 (meV): -69.8506 -60.4714 164.0257 190.5402
spurious level in gap = -2.0022 meV
largest residual of true states p<=20 = 4.8e-12 meV
residual of spurious state = 104.5884 meV
orphan energy at N=20: 4.0749 meV
orphan energy at N=40: -2.0022 meV
orphan energy at N=60: -8.0793 meV
orphan energy at N=80: -14.1564 meV
largest N with a spurious level in gap = 60
in-gap spurious levels at N=5 (meV): 3.8682 8.6327
B = 0.5 T: gap edges = -8.9586, 9.9240 meV
B = 0.5 T: spurious level = 3.9989 meV
slope of spurious level = -12.0022 meV/T
slope of true p=0 level = -0.1519 meV/T
orphan with truncated products = 4.0749 meV
Dirac limit: gap edges = -10.0000, 19.3253 meV
Dirac limit: spurious level = 10.0000 meV
non-axial delta = 1.5 meV
non-axial, offset cutoff: edges = -8.3305, 9.9700 meV
non-axial, uniform cutoff: spurious = -2.0223 meV
```
